# Adding a DKH correction to a relativistic ECP calculation: verification in Python

```python
"""
Result under test: a relativistic effective core potential (ECP) already holds
scalar relativity, so adding R = P(all-electron DKH2) - P(all-electron NR)
to an ECP property P counts it twice and makes the error larger.
Example: gold atom, Hartree-Fock, def2 ECP with 60 core electrons.
Symbols: NR nonrelativistic; DKH2 second-order Douglas-Kroll-Hess;
X2C infinite-order one-electron decoupling; IP ionization energy;
EA electron affinity; l angular momentum; c speed of light (atomic units).
Radial functions live on a logarithmic grid; filled shells keep the atom round.
"""
import itertools
import h5py
import numpy as np
from scipy import constants
from scipy.linalg import eigh
from pyscf import gto, scf, cc, lib

scratch_number = itertools.count()


def memory_store(*args, **kwargs):
    """Scratch space for coupled cluster, held in memory and never on disk."""
    return h5py.File(f"scratch{next(scratch_number)}", "w",
                     driver="core", backing_store=False)


lib.H5TmpFile = memory_store

EV = constants.physical_constants["Hartree energy in eV"][0]
ANG = constants.physical_constants["Bohr radius"][0] * 1e10
c = 1 / constants.fine_structure
Z = 79
x = np.linspace(np.log(1e-7), np.log(80.0), 900)
step = x[1] - x[0]
r = np.exp(x)
w = step * r**3                      # weights for r^2 dr
r_max = np.maximum.outer(r, r)
ratio = np.minimum.outer(r, r) / r_max
leg_x, leg_w = np.polynomial.legendre.leggauss(16)


def legendre(l):
    return np.polynomial.legendre.Legendre.basis(l)(leg_x)


def kernel(k):
    """Multipole repulsion with the quadrature correction at its kink."""
    m = ratio**k / r_max
    m[np.diag_indices_from(m)] *= 1 - step * (2 * k + 1) / 12
    return m * np.outer(w, w)


def local_matrix(f, v):
    return f.T @ ((w * v)[:, None] * f)


def gradient_matrix(l, f, g, v):
    """Matrix of p v p without its spin-dependent part."""
    return local_matrix(g, v) + l * (l + 1) * local_matrix(f, v / r**2)


def build_atom(exponents):
    """Orthonormal p^2 eigenfunctions and repulsion matrices."""
    one = np.ones_like(r)
    atom = dict(f=[], g=[], p2=[], prim=[], exps=exponents)
    for l, a in enumerate(exponents):
        f = r[:, None]**l * np.exp(-np.outer(r**2, a))
        g = f * (l / r[:, None] - 2 * np.outer(r, a))
        scale = 1 / np.sqrt(w @ f**2)
        f, g, total = f * scale, g * scale, np.eye(len(a))
        for _ in range(2):           # second pass removes rounding errors
            p2, vec = eigh(gradient_matrix(l, f, g, one), local_matrix(f, one))
            f, g, total = f @ vec, g @ vec, total @ vec
        for key, val in zip(("f", "g", "p2", "prim"), (f, g, p2, total)):
            atom[key].append(val)
    sizes = [f.shape[1] for f in atom["f"]]
    edge = np.cumsum([0] + [n * n for n in sizes])
    coul = np.zeros((edge[-1], edge[-1]))
    exch = np.zeros_like(coul)
    kernels = [kernel(k) for k in range(2 * len(sizes) - 1)]
    for l, fl in enumerate(atom["f"]):
        for q in range(l, len(sizes)):
            fq, n, m = atom["f"][q], sizes[l], sizes[q]
            rows, cols = slice(edge[l], edge[l+1]), slice(edge[q], edge[q+1])
            left = (fl[:, :, None] * fl[:, None, :]).reshape(len(r), -1)
            right = (fq[:, :, None] * fq[:, None, :]).reshape(len(r), -1)
            block = left.T @ (kernels[0] @ right)
            coul[rows, cols], coul[cols, rows] = block, block.T
            weighted = 0
            for k in range(q - l, q + l + 1, 2):
                three_j_sq = 0.5 * leg_w @ (legendre(l)*legendre(k)*legendre(q))
                weighted = weighted + three_j_sq * kernels[k]
            cross = (fl[:, :, None] * fq[:, None, :]).reshape(len(r), -1)
            block = (cross.T @ (weighted @ cross)).reshape(n, m, n, m)
            block = block.transpose(0, 2, 1, 3).reshape(n * n, m * m)
            exch[rows, cols], exch[cols, rows] = block, block.T
    atom.update(sizes=sizes, edge=edge, coul=coul, exch=exch)
    return atom


def pack(blocks):
    return np.concatenate([b.ravel() for b in blocks])


def unpack(atom, vector):
    e = atom["edge"]
    return [vector[e[l]:e[l+1]].reshape(n, n)
            for l, n in enumerate(atom["sizes"])]


def nonrel(atom, charge):
    return [np.diag(p2 / 2) + local_matrix(f, -charge / r)
            for p2, f in zip(atom["p2"], atom["f"])]


def dirac_parts(atom, l, charge):
    f, g = atom["f"][l], atom["g"][l]
    p = np.sqrt(atom["p2"][l])
    v = local_matrix(f, -charge / r)
    small = gradient_matrix(l, f, g, -charge / r) / np.outer(p, p)
    return p, v, small


def dirac_matrix(p, v, small):
    return np.block([[v, np.diag(c * p)],
                     [np.diag(c * p), small - 2 * c**2 * np.eye(len(p))]])


def dkh2(atom, charge):
    out = []
    for l in range(len(atom["sizes"])):
        p, v, small = dirac_parts(atom, l, charge)
        e = c * np.sqrt(p**2 + c**2)
        a = np.sqrt((e + c**2) / (2 * e))
        b = a * c * p / (e + c**2)
        even = np.diag(c**2 * p**2 / (e + c**2))
        even = even + np.outer(a, a) * v + np.outer(b, b) * small
        odd = -np.outer(a, b) * v + np.outer(b, a) * small
        rot = odd / np.add.outer(e, e)
        out.append(even + 0.5 * (rot @ odd.T + odd @ rot.T))
    return out


def x2c(atom, charge):
    out = []
    for l in range(len(atom["sizes"])):
        p, v, small = dirac_parts(atom, l, charge)
        n = len(p)
        full = dirac_matrix(p, v, small)
        vec = eigh(full)[1][:, n:]
        ratio_sl = np.linalg.solve(vec[:n].T, vec[n:].T).T
        column = np.vstack([np.eye(n), ratio_sl])
        s, u = eigh(column.T @ column)
        norm = (u / np.sqrt(s)) @ u.T
        out.append(norm @ (column.T @ full @ column) @ norm)
    return out


def solve(atom, h, shells, start):
    """Spherical unrestricted Hartree-Fock with DIIS acceleration."""
    hvec, fock, history = pack(h), start, []
    for _ in range(150):
        eps, orb, dens = [], [], []
        for spin in range(2):
            pairs = [eigh(0.5 * (m + m.T)) for m in fock[spin]]
            eps.append([q[0] for q in pairs])
            orb.append([q[1] for q in pairs])
            dens.append([(2*l+1) * q[1][:, :n] @ q[1][:, :n].T
                         for l, (q, n) in enumerate(zip(pairs, shells[spin]))])
        dvec = [pack(d) for d in dens]
        total = dvec[0] + dvec[1]
        j = atom["coul"] @ total
        k = [atom["exch"] @ d for d in dvec]
        energy = total @ (hvec + j / 2) - (dvec[0] @ k[0] + dvec[1] @ k[1]) / 2
        fvec = np.concatenate([hvec + j - k[0], hvec + j - k[1]])
        new = [unpack(atom, part) for part in np.split(fvec, 2)]
        err = np.concatenate([pack([a @ b - b @ a for a, b in
                                    zip(new[s], dens[s])]) for s in range(2)])
        if np.max(np.abs(err)) < 5e-5:
            return dict(E=energy, eps=eps, orb=orb, dens=dens, fock=new,
                        total=total)
        history = (history + [(fvec, err)])[-8:]
        n = len(history)
        mat = np.ones((n + 1, n + 1))
        mat[n, n] = 0
        for i in range(n):
            for m in range(n):
                mat[i, m] = history[i][1] @ history[m][1] / (err @ err)
        coef = np.linalg.lstsq(mat, np.eye(n + 1)[n], rcond=None)[0][:n]
        mixed = sum(q * item[0] for q, item in zip(coef, history))
        fock = [unpack(atom, part) for part in np.split(mixed, 2)]
    raise AssertionError("Hartree-Fock did not converge")


def survey(atom, h, closed, electrons, screening):
    """Cation, neutral atom and anion; properties in eV and angstrom."""
    u = (electrons - 1) / r * (1 - 1 / (1 + screening * r)**2)
    guess = [m + local_matrix(f, u) for m, f in zip(h, atom["f"])]
    plus_s = [closed[0] + 1] + closed[1:]
    cat = solve(atom, h, (closed, closed), [guess, guess])
    neu = solve(atom, h, (plus_s, closed), cat["fock"])
    ani = solve(atom, h, (plus_s, plus_s), cat["fock"])
    vec6s = neu["orb"][0][0][:, closed[0]]
    radius = w @ (r * (atom["f"][0] @ vec6s)**2)
    props = np.array([(cat["E"] - neu["E"]) * EV, (neu["E"] - ani["E"]) * EV,
                      cat["eps"][0][2][closed[2] - 1] * EV, radius * ANG])
    return props, cat, neu, vec6s


# Repulsion matrices against a general three-dimensional integral code
probe_exps = [np.array([q]) for q in (1.1, 0.8, 1.5, 2.0)]
probe = build_atom(probe_exps)
mol = gto.M(atom="He", basis={"He": [[l, [a[0], 1.0]] for l, a in
                                     enumerate(probe_exps)]}, verbose=0)
for q in range(4):
    dm = np.zeros((16, 16))
    ids = np.arange(q * q, (q + 1)**2)
    dm[ids, ids] = 1
    vj, vk = scf.hf.get_jk(mol, dm)
    for l in range(4):
        assert abs(vj[l*l, l*l] - (2*q+1) * probe["coul"][l, q]) < 1e-5
        assert abs(vk[l*l, l*l] - (2*q+1) * probe["exch"][l, q]) < 1e-5

# All-electron gold
ae = build_atom([a0 * 2.2**np.arange(n) for a0, n in
                 ((0.012, 26), (0.02, 20), (0.03, 16), (0.15, 12))])
h_nr, h_dk, h_x2c = nonrel(ae, Z), dkh2(ae, Z), x2c(ae, Z)
dirac_1s = c**2 * (np.sqrt(1 - (Z / c)**2) - 1)
matrix_1s = eigh(dirac_matrix(*dirac_parts(ae, 0, Z)),
                 eigvals_only=True)[ae["sizes"][0]]
dkh_1s = eigh(h_dk[0], eigvals_only=True)[0]
nr_1s = eigh(h_nr[0], eigvals_only=True)[0]
assert abs(matrix_1s / dirac_1s - 1) < 1e-3
assert abs(dkh_1s / dirac_1s - 1) < 5e-3
assert abs(nr_1s / dirac_1s - 1) > 0.05

closed_ae = [5, 4, 3, 1]
nr, cat_nr, neu_nr, s_nr = survey(ae, h_nr, closed_ae, Z, 2.6)
dk, cat_dk, neu_dk, s_dk = survey(ae, h_dk, closed_ae, Z, 2.6)
xc, _, _, _ = survey(ae, h_x2c, closed_ae, Z, 2.6)
kinetic = neu_nr["total"] @ pack([np.diag(p2 / 2) for p2 in ae["p2"]])
assert abs(neu_nr["E"] / kinetic + 1) < 1e-5      # virial theorem

# Valence-only gold with the relativistic ECP
ecp = gto.basis.load_ecp("def2-tzvpp", "Au")
z_val = Z - ecp[0]
assert z_val == 19
val = build_atom([a0 * 2.2**np.arange(n) for a0, n in
                  ((0.012, 12), (0.02, 11), (0.03, 10))])
u_ecp = []
for l in range(3):
    u = np.zeros_like(r)
    for channel, powers in ecp[1]:
        if channel in (-1, l):
            for power, prims in enumerate(powers):
                for prim in prims:
                    u += prim[1] * r**(power - 2.0) * np.exp(-prim[0] * r**2)
    u_ecp.append(local_matrix(val["f"][l], u))
bare_nr, bare_dk = nonrel(val, z_val), dkh2(val, z_val)
h_ecp = [a + b for a, b in zip(bare_nr, u_ecp)]
h_inserted = [a + b for a, b in zip(bare_dk, u_ecp)]
ep, cat_ep, neu_ep, s_ep = survey(val, h_ecp, [1, 1, 1], z_val, 0.6)
ins, _, _, _ = survey(val, h_inserted, [1, 1, 1], z_val, 0.6)

# Same ECP atom in the general three-dimensional code
shell_list = [[l, [float(a), 1.0]] for l in range(3) for a in val["exps"][l]]
mol = gto.M(atom="Au", basis={"Au": shell_list}, ecp={"Au": ecp},
            spin=1, verbose=0)
loc = mol.ao_loc_nr()
slots = [np.zeros(n, dtype=int) for n in val["sizes"]]
for sh in range(mol.nbas):
    l = mol.bas_angular(sh)
    slots[l][np.argmin(abs(val["exps"][l] - mol.bas_exp(sh)[0]))] = loc[sh]
dm = np.zeros((2, mol.nao_nr(), mol.nao_nr()))
for spin in range(2):
    for l in range(3):
        prim = val["prim"][l]
        block = prim @ neu_ep["dens"][spin][l] @ prim.T / (2 * l + 1)
        for m in range(2 * l + 1):
            dm[spin][np.ix_(slots[l] + m, slots[l] + m)] = block
mf = scf.UHF(mol)
e_3d = mf.kernel(dm0=dm)
assert mf.converged and abs(e_3d - neu_ep["E"]) < 2e-5

# Double counting: compare errors before and after the added correction
R = dk - nr
before = ep - dk
after = ep + R - dk
assert np.all(np.abs(before) < 0.25 * np.abs(R))
assert np.all(np.abs(after) > np.abs(before))
assert R[0] > 0 and R[2] > 0 and R[3] < 0

# Operator insertion acts on core amplitude that pseudo-orbitals lack
direct_ae = s_nr @ (h_dk[0] - h_nr[0]) @ s_nr * EV
direct_ecp = s_ep @ (bare_dk[0] - bare_nr[0]) @ s_ep * EV
assert abs(direct_ecp) < 0.1 * abs(direct_ae)
assert abs(ins[0] - ep[0]) < 0.1 * abs(R[0])

# Neglected effects: decoupling order, spin-orbit coupling, correlation
assert abs(xc[0] - dk[0]) < 0.05
rho = sum(np.einsum("ia,ab,ib->i", f, d, f) for f, d in
          zip(ae["f"], unpack(ae, cat_dk["total"])))
enclosed = np.cumsum(w * rho)
rho_5d = (ae["f"][2] @ cat_dk["orb"][0][2][:, 2])**2
zeta = w @ (rho_5d * (Z - enclosed) / r**3) / (2 * c**2)
so_split = 2.5 * zeta * EV

energies, guess_dm = [], None
for charge in (1, 0):
    m = gto.M(atom="Au", basis="def2-tzvpp", ecp="def2-tzvpp",
              charge=charge, spin=1 - charge, verbose=0)
    mf = scf.UHF(m)
    mf.conv_tol = 1e-9
    mf.kernel(dm0=guess_dm)
    guess_dm = mf.make_rdm1()
    corr = cc.UCCSD(mf, frozen=4)
    corr.kernel()
    assert mf.converged and corr.converged
    energies.append((mf.e_tot, corr.e_tot + corr.ccsd_t()))
ip_hf_tz, ip_cc = (np.array(energies[0]) - np.array(energies[1])) * EV
assert abs(ip_hf_tz - ep[0]) < 0.05
assert ip_cc - ip_hf_tz > 0.5
assert abs(ep[0] + R[0] - ip_cc) < abs(ep[0] - ip_cc)   # false agreement

kT = constants.k * 450 / constants.e
print(f"Nuclear charge {Z}; ECP core electrons {ecp[0]}; valence {z_val}")
print(f"Speed of light: {c:.3f} atomic units")
print(f"Au78+ 1s, Dirac formula: {dirac_1s:.2f} hartree")
print(f"Au78+ 1s, Dirac matrix:  {matrix_1s:.2f} hartree")
print(f"Au78+ 1s, DKH2:          {dkh_1s:.2f} hartree")
print(f"Au78+ 1s, NR:            {nr_1s:.2f} hartree")
print(f"Au ECP energy, radial code: {neu_ep['E']:.6f} hartree")
print(f"Au ECP energy, 3D code:     {e_3d:.6f} hartree")
names = ("IP of Au", "EA of Au", "5d level of Au+", "6s mean radius")
for i, name in enumerate(names):
    unit = "angstrom" if i == 3 else "eV"
    print(f"{name} [{unit}], Hartree-Fock:")
    print(f"  NR {nr[i]:.3f}; DKH2 {dk[i]:.3f}; R {R[i]:+.3f}")
    print(f"  ECP {ep[i]:.3f}; ECP + R {ep[i] + R[i]:.3f}")
    print(f"  error before {before[i]:+.3f}; after {after[i]:+.3f}")
print(f"<h_DKH2 - h_NR>, all-electron NR 6s: {direct_ae:.3f} eV")
print(f"<h_DKH2 - h_NR>, ECP pseudo 6s: {direct_ecp:.5f} eV")
print(f"IP, DKH2 operator inserted in ECP: {ins[0]:.4f} eV")
print(f"IP shift from that insertion: {ins[0] - ep[0]:+.5f} eV")
print(f"IP, all-electron X2C: {xc[0]:.4f} eV")
print(f"IP, X2C minus DKH2: {xc[0] - dk[0]:+.4f} eV")
print(f"5d spin-orbit splitting, estimate: {so_split:.2f} eV")
print(f"IP, ECP HF, def2-TZVPP: {ip_hf_tz:.3f} eV")
print(f"IP, ECP CCSD(T), def2-TZVPP: {ip_cc:.3f} eV")
print(f"Correlation part of IP: {ip_cc - ip_hf_tz:+.3f} eV")
print(f"HF ECP + R minus CCSD(T) ECP: {ep[0] + R[0] - ip_cc:+.3f} eV")
print(f"CCSD(T) ECP + R (double counted): {ip_cc + R[0]:.3f} eV")
print(f"Thermal energy at 450 K: {kT:.4f} eV")
print(f"IP error after adding R / thermal energy: {after[0] / kT:.0f}")
print("every check passed")
```

Output:

```
Nuclear charge 79; ECP core electrons 60; valence 19
Speed of light: 137.036 atomic units
Au78+ 1s, Dirac formula: -3434.59 hartree
Au78+ 1s, Dirac matrix:  -3433.36 hartree
Au78+ 1s, DKH2:          -3425.59 hartree
Au78+ 1s, NR:            -3120.49 hartree
Au ECP energy, radial code: -134.775435 hartree
Au ECP energy, 3D code:     -134.775435 hartree
IP of Au [eV], Hartree-Fock:
  NR 5.930; DKH2 7.657; R +1.727
  ECP 7.682; ECP + R 9.409
  error before +0.025; after +1.752
EA of Au [eV], Hartree-Fock:
  NR 0.081; DKH2 0.613; R +0.532
  ECP 0.624; ECP + R 1.157
  error before +0.011; after +0.544
5d level of Au+ [eV], Hartree-Fock:
  NR -21.789; DKH2 -20.816; R +0.973
  ECP -20.824; ECP + R -19.851
  error before -0.009; after +0.964
6s mean radius [angstrom], Hartree-Fock:
  NR 1.954; DKH2 1.624; R -0.330
  ECP 1.622; ECP + R 1.292
  error before -0.002; after -0.332
<h_DKH2 - h_NR>, all-electron NR 6s: -0.766 eV
<h_DKH2 - h_NR>, ECP pseudo 6s: -0.00240 eV
IP, DKH2 operator inserted in ECP: 7.6830 eV
IP shift from that insertion: +0.00054 eV
IP, all-electron X2C: 7.6784 eV
IP, X2C minus DKH2: +0.0209 eV
5d spin-orbit splitting, estimate: 1.63 eV
IP, ECP HF, def2-TZVPP: 7.684 eV
IP, ECP CCSD(T), def2-TZVPP: 8.833 eV
Correlation part of IP: +1.150 eV
HF ECP + R minus CCSD(T) ECP: +0.576 eV
CCSD(T) ECP + R (double counted): 10.560 eV
Thermal energy at 450 K: 0.0388 eV
IP error after adding R / thermal energy: 45
every check passed
```
